# Random adsorbate placement on a square lattice: exclusion, jamming and saturation

## Three sites in a row

Take three adsorption sites in a row, all empty. Molecules arrive at random sites, and one sticks only if its site and the adjacent sites are empty. Nothing moves or leaves afterwards. If the first molecule lands in the middle, probability 1/3, both ends are blocked and the row finishes with one molecule. If it lands on an end, probability 2/3, the middle is blocked but the other end stays open and is eventually filled. The mean final number is

$$\frac13\cdot 1+\frac23\cdot 2=\frac53 .$$

There are just two final arrangements. Giving them equal weight would yield 3/2, so the final layer is not a uniform choice among permitted full layers: its statistics depend on the filling process. In the second case, arrivals at the filled end and at the middle are rejected and change nothing. One may therefore skip them and place the second molecule directly on the one available site. That shortcut is the algorithm treated here.

## The setting and what it means

A calculation on a surface slab with a disordered adsorbate layer needs starting structures. A structure builder can make them by random placement with a minimum separation. The choices are the separation, the stopping rule, the cell size and the number of samples. This guide derives their consequences for a square lattice of spacing $a$.

The lattice has $N=L^2$ sites and periodic edges, with $L\ge3$ so that the four neighbours of a site are distinct. Molecules that would react on an open site arrive at each site independently at rate $k$. An arrival sticks if the site and its four nearest neighbours are empty; such a site is called available. Adsorption is irreversible. This is random sequential adsorption with nearest-neighbour exclusion. The coverage $\theta$ is the number of molecules divided by $N$, and a layer with no available site is jammed.

If molecules must be at least a distance $d$ apart, this rule corresponds to $a<d\le\sqrt2\,a$. Within that interval the value of $d$ has no effect. Just above $\sqrt2\,a$ the diagonal neighbours are excluded too, and the simulated jamming coverage falls from 0.364 to 0.187. On a lattice the separation is thus a choice between discrete models, not a parameter to be tuned finely.

Two bounds follow from counting. A molecule makes at most five sites unavailable, itself and four neighbours, so a jammed layer has $\theta\ge1/5$. The lattice has $2N$ nearest-neighbour bonds; each molecule touches four, and no bond touches two molecules. Hence $4N\theta\le2N$, or $\theta\le1/2$. Random filling ends between these bounds.

## Why a list of available sites suffices

Suppose $A$ sites are available. In the rejection method each attempt picks one of $N$ sites with equal probability. The probability that the first success occurs at attempt $j$, on a given available site $s$, is

$$p(j,s)=\left(1-\frac AN\right)^{j-1}\frac1N ,$$

because $j-1$ failures leave the layer, and so $A$, unchanged. Summing the geometric series over $j$ gives

$$\sum_{j=1}^{\infty}p(j,s)=\frac1N\,\frac{1}{A/N}=\frac1A .$$

The next molecule is equally likely to occupy any available site. The mean number of attempts for this success is $N/A$, the mean of a geometric distribution with success probability $A/N$.

Physical time is kept as well. The chance that no available site has received an arrival by time $t$ is $e^{-kAt}$. The probability that the first successful arrival is at $s$ and comes later than $t$ is therefore

$$\int_t^\infty k\,e^{-kAt'}dt'=\frac1A e^{-kAt}.$$

This is a product: the site is uniform on the list, and the wait is independent of it and exponential with mean $1/(kA)$.

The equivalence was tested on an open $3\times3$ patch by running through all $9!$ orders in which the sites can first be hit. The distribution of the final number agreed, as exact fractions, with that from uniform draws from the list: 3, 4 or 5 molecules with probabilities 19/45, 28/135 and 10/27, and mean $533/135\approx3.948$.

## The algorithm

Keep an array `sites` of available sites, and an array `where` giving the position of each site in `sites`, or $-1$ if it is absent.

1. Put all $N$ sites in the list and set $t=0$.
2. With $A$ entries left, add to $t$ an exponential wait of mean $1/(kA)$. Draw an entry $s$ uniformly and fill it.
3. For $s$ and each of its four neighbours $b$, read $i=$ `where[b]`. If $i\ge0$, take the last entry off the list. If that entry is not $b$, write it into position $i$ and update its `where`. Set `where[b]` to $-1$.
4. Repeat from step 2 until the list is empty.

Moving the last entry into the gap makes a deletion cost a fixed number of operations. The order of the list changes, but a uniform draw does not depend on order.

The list holds precisely the available sites throughout. This is true at the start. Filling $s$ makes $s$ and its neighbours unavailable and affects no other site, and these are the sites that step 3 deletes. No site becomes available again, because nothing leaves. At the end no two neighbours are filled, and every empty site has a filled neighbour.

Each adsorption inspects five sites and there are at most $N/2$ adsorptions, so the work after setting up the arrays is proportional to $N$. The rejection method needs $\sum N/A$ attempts on average, summed over the adsorptions. For $L=20$ the list runs predict 1934 attempts, and direct rejection took $1952\pm22$. Here and below, $\pm$ denotes one standard error.

## Coverage from an independent calculation

The simulated coverage can be checked against a rate equation for an infinite lattice. Let $\tau=kt$. For a connected set $D$ of sites, let $P(D)$ be the probability that all of them are available, which means that $D$ and its border $\partial D$ (the sites outside $D$ adjacent to it) are all empty. Two kinds of adsorption end this situation:

- An arrival at a site of $D$ always succeeds. There are $|D|$ such sites, which gives the loss $|D|P(D)$.
- An arrival at a border site $s$ succeeds only if $s$ is available too, which gives the loss $P(D\cup s)$.

Adsorption farther away leaves $D$ and its border empty. Hence

$$\frac{dP(D)}{d\tau}=-|D|\,P(D)-\sum_{s\in\partial D}P(D\cup s).$$

The first term suggests writing $P(D)=e^{-|D|\tau}G(D)$. The left side becomes $-|D|e^{-|D|\tau}G(D)+e^{-|D|\tau}\,dG(D)/d\tau$, and its first part cancels the first term on the right. Since $D\cup s$ has one more site, dividing by $e^{-|D|\tau}$ leaves

$$\frac{dG(D)}{d\tau}=-e^{-\tau}\sum_{s\in\partial D}G(D\cup s).$$

With $y=1-e^{-\tau}$ we have $dy=e^{-\tau}d\tau$, so

$$\frac{dG(D)}{dy}=-\sum_{s\in\partial D}G(D\cup s),\qquad G(D)=1\ \text{at}\ y=0 .$$

The coverage grows at the rate $d\theta/d\tau=P(\{0\})=e^{-\tau}G_1$, where $G_1(y)$ is $G$ for a single site. Therefore $d\theta/dy=G_1(y)$, and jamming, $\tau\to\infty$, corresponds to $y=1$.

Each derivative of $G_1$ brings a minus sign and adds one border site in every possible way. At $y=0$ all $G$ equal one, so the $n$th derivative is $(-1)^na_n$, where $a_n$ counts the ways to grow a single cell by $n$ successive adjacent cells. Integrating the Taylor series of $G_1$ term by term gives

$$\theta(y)=\sum_{n\ge0}\frac{(-1)^n a_n}{(n+1)!}\,y^{n+1}.$$

The first counts can be done by hand. One cell has four neighbours, so $a_1=4$. A pair has six border sites, so $a_2=4\cdot6=24$. Of these six, two make a straight triple with eight border sites and four make a bent one with seven, because one site touches both arms of the bend. Thus $a_3=4(2\cdot8+4\cdot7)=176$, and

$$\theta=y-2y^2+4y^3-\tfrac{22}{3}y^4+\cdots .$$

### Two cases that sum in closed form

On an infinite chain a connected set has two border sites, so $a_n=2^n$ and $G_1=e^{-2y}$. Integration from 0 to 1 gives

$$\theta_J^{\rm chain}=\int_0^1e^{-2y}dy=\frac{1-e^{-2}}2=0.4323 .$$

The list algorithm on a ring of 40,000 sites gave 0.4320.

On an infinite tree with four neighbours per site there are no closed loops. A connected set of $m$ sites has $m-1$ internal bonds, each using two of the $4m$ bond ends, so it has $4m-2(m-1)=2m+2$ border sites. The trial form $G_m=(1+2y)^{-(m+1)}$ has derivative $-2(m+1)(1+2y)^{-(m+2)}=-(2m+2)G_{m+1}$, as required, and equals one at $y=0$. Then

$$\theta^{\rm tree}=\int_0^y\frac{dy'}{(1+2y')^2}=\frac{y}{1+2y},\qquad \theta_J^{\rm tree}=\frac13 .$$

The square lattice has the same number of neighbours but has loops, so border sites can be shared, as in the bent triple. This first changes $a_3$, which is 176 instead of the tree's $4\cdot6\cdot8=192$. Since $a_3$ enters the coverage with a minus sign, the first effect is an increase, and the full jamming coverage is indeed higher, 0.364 against 0.333. Loops need not act this way on other lattices: triangles first reduce $a_2$, which enters with a plus sign.

### The square lattice

The tree result also shows a difficulty. Its function is smooth up to $y=1$, yet its power series converges only for $y<1/2$, because of the pole at $y=-1/2$. The terms of the square-lattice series also grow at $y=1$ as far as they were computed: the term with $a_{10}=4874845920$ has magnitude $a_{10}/11!\approx122$. They grow more slowly than on the tree, where each term is twice the last; here the ratio falls steadily from 2 to 1.35 at $a_{10}$, so these terms do not fix the radius of convergence. The partial sums available are useless at $y=1$.

A Padé approximant replaces the series by a ratio of polynomials, which can carry a series past singularities such as the pole of the tree. For $\theta/y$, ratios of degree 3, 4 and 5 in numerator and denominator give 0.36370, 0.36400 and 0.36413 at $y=1$. Degree 6, which needs $a_{11}$ and $a_{12}$, gives 0.36419, so the fifth digit is not settled. The approach to a common value is numerical evidence, not a proof of convergence.

One hundred runs of the list algorithm with $L=200$ give

$$\theta_J=0.36430\pm0.00014 .$$

The difference from the highest approximant, 0.00017, is a little over one standard error. The time dependence agrees as well: at $kt=1$ the simulation gives 0.2902 and the resummed series 0.2903.

## When to stop

Near jamming, $y$ is close to one and $G_1$ may be replaced by its end value:

$$\theta_J-\theta(t)=\int_y^1G_1(y')\,dy'\approx G_1(1)(1-y)=G_1(1)\,e^{-kt}.$$

The reason is visible in the list. The probability that a given neighbour of an available site is also available is $P(\{0,s\})/P(\{0\})=e^{-kt}G_2/G_1$, where $G_2$ is $G$ for a pair. As long as $G_2/G_1$ stays finite, this vanishes at late times. The last available sites are therefore isolated, and each waits for its own arrival at rate $k$. In the simulation an adsorption removes 4.94 entries on average for $kt<0.01$, close to the five of an empty lattice, and 1.006 for $kt>4$. The amplitude $G_1(1)$ is 0.176 from the series and 0.175 from the simulated coverage at $kt=4$.

This gives a stopping rule for rejection placement. On a large lattice $kt$ is the number of attempts per site, so five attempts per site leave a deficit of about $0.176\,e^{-5}=0.0012$, or 0.3% of $\theta_J$. A fixed number of consecutive failures is a less uniform criterion: on a larger lattice such a run is more likely to occur by chance at an early stage, so a larger fraction of the sites can be left open.

Complete jamming by rejection takes longer. With $n$ isolated sites left, the successive mean waits are $1/(kn),1/(k(n-1)),\ldots,1/k$. Their sum is approximately $(\ln n+0.577)/k$ for large $n$. If isolation has set in by time $t_0$, then $n\approx NG_1(1)e^{-kt_0}$, and adding $kt_0$ cancels the dependence on $t_0$:

$$k\,\overline{t_J}\approx\ln[N G_1(1)]+0.577 .$$

For $N=40{,}000$ this is $\ln(7056)+0.577=9.44$ attempts per site; the list runs give 9.43. For $N=400$ it gives 4.83 per site, or 1933 in all, against 1934. The list avoids this logarithmic factor and ends with certainty at a jammed layer.

## How large a cell, and how many samples

A small periodic cell changes the mean coverage, because connected sets of sites meet their own periodic images. For $L=4$ the sites beyond the two ends of a straight triple are one and the same site, so the triple has seven border sites instead of eight, and $a_3$ falls from 176 to 168. For $L=4$ the exact mean is 0.3856, which is 5.9% above 0.3641; the simulation gave $0.3843\pm0.0007$, 1.8 standard errors below the exact value. For $L=20$ the mean is $0.3639\pm0.0003$, and no size effect is resolved.

For a single $4\times4$ sample, the scatter matters more than this bias; averaging over many samples reduces the scatter but leaves the bias. Multiplying each standard error by the square root of the number of runs gives standard deviations of 0.105 for $L=4$ (20,000 runs) and 0.012 for $L=20$ (2000 runs); for $L=200$ it is 0.00135 directly. From $L=20$ to $L=200$ it falls by a factor of about 9, close to the factor of 10 given by the $1/L$ law for a layer whose distant parts fill independently. The smallest cells do not follow that law, and they depart from it in either direction. A $4\times4$ cell ends with 4, 5 or 8 molecules, with probabilities 0.167, 0.388 and 0.446, and never with 6 or 7. Its standard deviation is 27% of the mean coverage, no sample lies near the mean, and nearly half of the samples are the perfect checkerboard with $\theta=1/2$. A $3\times3$ cell always ends with three molecules, $\theta=1/3$, so it has no scatter and lies 8% below 0.364. A $5\times5$ cell has mean 0.360 and standard deviation 0.022, less than half of what the $1/L$ law gives.

For slab calculations, where $L=4$ may already be expensive, three rules follow for this model:

- Do not read the saturation coverage from the slab cell. Obtain it from a large lattice run.
- Average a computed property of the whole cell over several independent placements, each draw with equal weight. This reduces the scatter but does not remove the bias of a small cell. Boltzmann weights would describe a layer that equilibrates, which contradicts irreversible adsorption.
- After relaxing the atoms, check that the molecules have kept their sites. If they move to neighbouring sites, the exclusion rule or the assumption of immobility is in doubt.

## Example: a hafnium precursor pulse

Consider the metal half-cycle of hafnium oxide deposition from tetrakis(dimethylamido)hafnium, of molar mass 354.8 g/mol. The inputs are rough typical values: temperature $T=523$ K, precursor pressure $p=0.1$ Torr, site spacing 0.40 nm, and probability 0.01 that an arrival at an available site reacts.

For a gas of number density $p/(k_BT)$, integrating the velocity towards the surface over the Maxwell distribution gives a factor $\sqrt{k_BT/(2\pi m)}$. The flux is their product,

$$J=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}}=8.15\times10^4\ \mathrm{nm^{-2}\,s^{-1}} .$$

The rate per site is $k=0.01\,J\,(0.40\ \mathrm{nm})^2=130\ \mathrm{s^{-1}}$.

Setting the late-time deficit equal to $0.01\,\theta_J$ gives

$$kt_{99}=\ln\frac{G_1(1)}{0.01\,\theta_J}=\ln\frac{0.1764}{0.003643}=3.88 ,$$

and the simulation gives 3.875. Hence $t_{99}=3.875/130.5\ \mathrm{s}=30$ ms, an exposure of $3.0\times10^{-3}$ Torr s. A Langmuir law with the same initial rate and saturation, $d\theta/d\tau=1-\theta/\theta_J$, has $\theta=\theta_J(1-e^{-\tau/\theta_J})$ and reaches 99% at $\tau=\theta_J\ln100=1.68$. A Langmuir law matched to the initial rate and the saturation coverage would therefore underestimate the required pulse by a factor of 2.3 in this model. Its tail decays at the rate $k/\theta_J$, whereas the isolated sites fill at the rate $k$.

At jamming the hafnium density is $0.3643\times6.25=2.28\ \mathrm{nm^{-2}}$. A film density of 9.5 g/cm³ corresponds to 27.2 Hf atoms per nm³. If the following oxidant step keeps all the hafnium and restores the sites, the growth per cycle is

$$\frac{2.277\ \mathrm{nm^{-2}}}{27.18\ \mathrm{nm^{-3}}}=0.084\ \mathrm{nm}=0.84\ \text{Å}.$$

### Beside the real process

Growth per cycle in this process is roughly 0.1 nm, so the model gives the right size. This does not confirm the model, because the spacing and the exclusion range are uncertain and the result depends strongly on both. A hydroxylated oxide surface is not a square array of identical sites, and a precursor can react with more than one hydroxyl group, an effect not sized here. The most consequential assumption among those sized is the footprint: excluding diagonal neighbours as well lowers the growth to 0.043 nm, about half. With 20% of the sites missing at random it is 0.075 nm, 10% lower.

Mobility acts the other way. In a simulation where molecules try to hop to neighbouring sites and every opening is refilled at once, one attempt per molecule raises the coverage to 0.386 and ten raise it to 0.437, or 0.089 and 0.101 nm per cycle. These are single runs started from one jammed layer, so the coverages are uncertain by about 0.001 or more. With an attempt frequency $\nu=10^{13}\ \mathrm{s^{-1}}$ and a pulse of $t_p=0.1$ s, the number of thermally activated events per molecule is $\nu t_pe^{-E/k_BT}$. It stays below 0.01 if

$$E>k_BT\ln\frac{\nu t_p}{0.01}=0.04507\ \mathrm{eV}\times\ln10^{14}=1.45\ \mathrm{eV}.$$

The same estimate applies to desorption with this prefactor. At a barrier of 1.2 eV there would be 2.7 events per molecule, and the immobile model should not be used for the final coverage.

The constant pressure is also an idealization. A gas layer 1 cm thick holds 18.5 precursor molecules per nm² of surface, and saturation consumes 12% of that number. On a flat wafer this is a modest correction only if the precursor diffuses quickly through the carrier gas. For a stagnant layer 1 cm thick fed from above, a rough hard-sphere diffusion coefficient of 90 cm²/s (about 1 Torr of nitrogen) lengthens $t_{99}$ by about 4%, and 5 cm²/s (about 20 Torr) by about 40%. In deep narrow features the supply reaching the walls can be far smaller, and $t_{99}$ then applies to the local exposure, not to the pressure at the inlet.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
open 3x3 patch, exact mean filled sites: 533/135 = 3.94815
open 3x3 patch, exact count probabilities: 3: 19/45, 4: 28/135, 5: 10/27
4x4 torus coverage: exact 0.38561, simulated 0.38428 +- 0.00074
chain coverage: formula 0.43233, simulated 0.43196
L=20 coverage (2000 runs): 0.36391 +- 0.00027
L=20 attempts to jam: from list 1934, by rejection 1952 +- 22
main lattice: L = 200, sites = 40000, runs = 100
jamming coverage: 0.36430 +- 0.00014 (standard error)
run-to-run standard deviation: 0.00135
rejection attempts per site to jam: 9.43
entries removed per adsorption, kt < 0.01: 4.942
entries removed per adsorption, kt > 4: 1.006
growth histories n=0..10: 1 4 24 176 1504 14560 156768 1852512 23783264 329070176 4874845920
Pade [3/3] jamming coverage: 0.36370
Pade [4/4] jamming coverage: 0.36400
Pade [5/5] jamming coverage: 0.36413
coverage at kt=1: simulated 0.29021, series 0.29026
tail amplitude G(1): simulated at kt=4 0.1754, series 0.1764
kt to 99% of saturation: simulated 3.875, tail formula 3.880, Langmuir 1.678
inputs: T = 523 K, p = 0.1 Torr, spacing = 0.40 nm
inputs: sticking = 0.01, film density = 9.5 g/cm3
precursor molar mass: 354.8 g/mol
impingement flux: 8.155e+04 per nm2 per s
rate k per site: 130.5 per s
time to 99% of saturation: 29.7 ms
exposure to 99% of saturation: 2.97e-03 Torr s
site density: 6.25 per nm2
Hf areal density at jamming: 2.277 per nm2
Hf density in film: 27.18 per nm3
growth per cycle: 0.0838 nm = 0.838 angstrom
diagonal sites also excluded: coverage 0.1871, growth 0.0430 nm
20% of sites missing: coverage 0.3268, growth 0.0751 nm
1 hop attempts per molecule, refilled: coverage 0.3860, growth 0.0888 nm
10 hop attempts per molecule, refilled: coverage 0.4373, growth 0.1006 nm
thermal energy kT: 0.04507 eV
inputs: pulse = 0.1 s, attempt frequency = 1e+13 /s
barrier for 0.01 events per molecule per pulse: 1.453 eV
events per molecule per pulse at 1.2 eV: 2.73
molecules in 1 cm gas layer: 18.5 per nm2; adsorbed/gas ratio 0.123
```
